# Local kinetic energy of fermions in a box: uniform versus exact density: verification in Python

```python
# N spinless non-interacting fermions in a hard-walled box of length L.
# Energy unit e1 = pi^2 hbar^2 / (2 m L^2), the lowest level; length unit L.
# Local functional: T_loc[n] = (1/3) * integral of n^3 (in e1, with L = 1).
# Result under test:
#   exact energy               T   = (N^3 + 3 N^2/2 + N/2) / 3
#   local, uniform density     T_u = N^3 / 3
#   local, exact density       T_d = (N^3 + 9 N^2/8 + 3 N/8) / 3
#   hence T_d - T_u = (3/4) (T - T_u) for every N.
# M = N + 1/2 is the level about which the exact density oscillates.
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize


def exact_formula(N):
    return (N**3 + 1.5 * N**2 + 0.5 * N) / 3


def uniform_formula(N):
    return N**3 / 3


def local_formula(N):
    return (N**3 + 9 * N**2 / 8 + 3 * N / 8) / 3


def density_formula(x, N):
    return N + 0.5 - np.sin((2 * N + 1) * np.pi * x) / (2 * np.sin(np.pi * x))


def density_from_orbitals(x, N):
    k = np.arange(1, N + 1)[:, None]
    return np.sum(2 * np.sin(k * np.pi * x[None, :])**2, axis=0)


def mean_cube(N):
    # The midpoint rule is exact for n^3, whose highest harmonic is
    # cos(2 pi 3N x), when there are more than 3N points.
    points = 4 * N + 8
    x = (np.arange(points) + 0.5) / points
    return np.mean(density_from_orbitals(x, N)**3)


# --- Box Hamiltonian diagonalized on a grid: energy, density, local energy
N = 10
grid = 2000
h = 1 / (grid + 1)
x_grid = h * np.arange(1, grid + 1)
diagonal = np.full(grid, 2 / (np.pi * h)**2)
off_diagonal = np.full(grid - 1, -1 / (np.pi * h)**2)
levels, vectors = eigh_tridiagonal(diagonal, off_diagonal, select='i',
                                   select_range=(0, N - 1))
T_grid = levels.sum()
n_grid = np.sum(vectors**2, axis=1) / h
T_d_grid = h * np.sum(n_grid**3) / 3
# Second-order differences: relative error at most (N pi h)^2/12 = 2e-5.
assert abs(T_grid / exact_formula(N) - 1) < 5e-5
assert np.max(np.abs(n_grid - density_formula(x_grid, N))) < 1e-6
assert abs(T_d_grid / local_formula(N) - 1) < 1e-7

# --- Ring without walls: no N^2 term, and the local functional emerges
N_ring = 11
ring_grid = 400
ring = 2 * np.eye(ring_grid)
ring -= np.roll(np.eye(ring_grid), 1, axis=0)
ring -= np.roll(np.eye(ring_grid), -1, axis=0)
ring_levels = np.linalg.eigvalsh(ring * (ring_grid / np.pi)**2)
T_ring = ring_levels[:N_ring].sum()
# Difference error at most (10 pi/400)^2/12 = 5e-4; the N term is 8e-3.
assert abs(T_ring / ((N_ring**3 - N_ring) / 3) - 1) < 1e-3
for N_odd in (101, 1001):
    half = (N_odd - 1) // 2
    plane_wave_sum = sum(4 * j * j for j in range(-half, half + 1))
    assert abs(plane_wave_sum / uniform_formula(N_odd) - 1) < 1.1 / N_odd**2

# --- Energies for many N from explicit sums and integrals
for n_part in range(1, 61):
    T_sum = sum(k * k for k in range(1, n_part + 1))
    cube = mean_cube(n_part)
    T_u = uniform_formula(n_part)
    M = n_part + 0.5
    assert abs(T_sum / exact_formula(n_part) - 1) < 1e-12
    assert abs(cube / 3 / local_formula(n_part) - 1) < 1e-11
    assert abs((cube / 3 - T_u) / (T_sum - T_u) - 0.75) < 1e-9
    assert abs(T_sum / ((M**3 - M / 4) / 3) - 1) < 1e-12
    departure = -(3 * n_part**2 + 3 * n_part + 1) / 8
    assert abs((cube - M**3) / departure - 1) < 1e-8

# --- Zero-sum counts of integers between -N and N
for n_part in range(1, 8):
    span = range(-n_part, n_part + 1)
    pairs = sum(a + b == 0 for a, b in itertools.product(span, repeat=2))
    triples = sum(a + b + c == 0
                  for a, b, c in itertools.product(span, repeat=3))
    assert pairs == 2 * n_part + 1
    assert triples == 3 * n_part**2 + 3 * n_part + 1

# --- The uniform density minimizes the local functional at fixed N
rng = np.random.default_rng(3)
start = rng.uniform(0.2, 1.8, 12)
start /= start.mean()
best = minimize(lambda n: np.mean(n**3), start, method='SLSQP',
                bounds=[(0, None)] * 12,
                constraints={'type': 'eq', 'fun': lambda n: n.mean() - 1},
                options={'ftol': 1e-13, 'maxiter': 500})
assert np.max(np.abs(best.x - 1)) < 1e-3
assert np.mean(start**3) > best.fun

# --- Coefficients of the relative errors at large N
N_big = 400
T_big = sum(k * k for k in range(1, N_big + 1))
error_u = uniform_formula(N_big) / T_big - 1
error_d = mean_cube(N_big) / 3 / T_big - 1
# The neglected third order leaves an error of about 2/N.
second_u = N_big**2 * (error_u + 1.5 / N_big)
second_d = N_big**2 * (error_d + 0.375 / N_big)
assert abs(second_u - 7 / 4) < 3 / N_big
assert abs(second_d - 7 / 16) < 3 / N_big

# --- Worked example
T = sum(k * k for k in range(1, N + 1))
T_u = uniform_formula(N)
T_d = mean_cube(N) / 3
M = N + 0.5
length = 2e-9
e1 = (const.pi * const.hbar / length)**2 / (2 * const.m_e) / const.e
print(f"number of fermions N = {N}")
print(f"exact kinetic energy T = {T:.4f} e1")
print(f"local energy, uniform density T_u = {T_u:.4f} e1")
print(f"local energy, exact density T_d = {T_d:.4f} e1")
print(f"missing with uniform density T - T_u = {T - T_u:.4f} e1")
print(f"recovered by exact density T_d - T_u = {T_d - T_u:.4f} e1")
print(f"still missing T - T_d = {T - T_d:.4f} e1")
print(f"recovered fraction = {(T_d - T_u) / (T - T_u):.6f}")
print(f"grid diagonalization: T = {T_grid:.4f} e1, T_d = {T_d_grid:.4f} e1")
print(f"flat density at level M = {M}: local energy {M**3 / 3:.4f} e1")
print(f"departure from that level: {T_d - M**3 / 3:.4f} e1")
print(f"ring, N = {N_ring}, grid diagonalization: {T_ring:.3f} e1")
print(f"ring, N = {N_ring}, (N^3 - N)/3 = {(N_ring**3 - N_ring) / 3:.3f} e1")
print(f"ring, N = {N_ring}, local energy N^3/3 = {N_ring**3 / 3:.3f} e1")
print("exact density for N = 10 (x in L, n in 1/L):")
for x in (0.01, 0.02, 0.05, 0.07, 0.10, 0.25, 0.50):
    value = density_from_orbitals(np.array([x]), N)[0]
    print(f"  x = {x:.2f}  n = {value:.4f}")
print("relative errors in percent: uniform, exact density;")
print("then leading terms -3/(2N), -3/(8N):")
for n_part in (1, 2, 5, 10, 20, 50, 100):
    total = sum(k * k for k in range(1, n_part + 1))
    r_u = 100 * (uniform_formula(n_part) / total - 1)
    r_d = 100 * (mean_cube(n_part) / 3 / total - 1)
    print(f"  N = {n_part:3d}  {r_u:9.3f} {r_d:9.3f}"
          f"  {-150 / n_part:9.3f} {-37.5 / n_part:9.3f}")
T_d_one = mean_cube(1) / 3
print(f"N = 1: T = {exact_formula(1):.4f}, T_u = {uniform_formula(1):.4f}, "
      f"T_d = {T_d_one:.4f} e1")
print(f"second-order coefficients from N = {N_big}: "
      f"{second_u:.4f} (uniform), {second_d:.4f} (exact density)")
print(f"electrons, box length {length * 1e9:.1f} nm: e1 = {e1:.5f} eV")
print(f"T = {T * e1:.3f} eV")
print(f"T_u = {T_u * e1:.3f} eV")
print(f"T_d = {T_d * e1:.3f} eV")
print("no test failed")
```

Printed output:

```
number of fermions N = 10
exact kinetic energy T = 385.0000 e1
local energy, uniform density T_u = 333.3333 e1
local energy, exact density T_d = 372.0833 e1
missing with uniform density T - T_u = 51.6667 e1
recovered by exact density T_d - T_u = 38.7500 e1
still missing T - T_d = 12.9167 e1
recovered fraction = 0.750000
grid diagonalization: T = 384.9948 e1, T_d = 372.0833 e1
flat density at level M = 10.5: local energy 385.8750 e1
departure from that level: -13.7917 e1
ring, N = 11, grid diagonalization: 439.839 e1
ring, N = 11, (N^3 - N)/3 = 440.000 e1
ring, N = 11, local energy N^3/3 = 443.667 e1
exact density for N = 10 (x in L, n in 1/L):
  x = 0.01  n = 0.7437
  x = 0.02  n = 2.7872
  x = 0.05  n = 11.0000
  x = 0.07  n = 12.7819
  x = 0.10  n = 10.0000
  x = 0.25  n = 11.0000
  x = 0.50  n = 10.0000
relative errors in percent: uniform, exact density;
then leading terms -3/(2N), -3/(8N):
  N =   1    -66.667   -16.667   -150.000   -37.500
  N =   2    -46.667   -11.667    -75.000   -18.750
  N =   5    -24.242    -6.061    -30.000    -7.500
  N =  10    -13.420    -3.355    -15.000    -3.750
  N =  20     -7.085    -1.771     -7.500    -1.875
  N =  50     -2.931    -0.733     -3.000    -0.750
  N = 100     -1.483    -0.371     -1.500    -0.375
N = 1: T = 1.0000, T_u = 0.3333, T_d = 0.8333 e1
second-order coefficients from N = 400: 1.7453 (uniform), 0.4363 (exact density)
electrons, box length 2.0 nm: e1 = 0.09401 eV
T = 36.193 eV
T_u = 31.336 eV
T_d = 34.979 eV
no test failed
```
